# Rank-three laminates and the Hashin-Shtrikman bounds on permittivity: a program that tests the result

```python
"""
RESULT UNDER TEST
A core phase (permittivity core, volume fraction f) is laminated three times
with a matrix phase (permittivity matrix, fraction g = 1 - f) along x, y, z.
With cumulative fractions P_j = 1 - j*g/3 and p_j = P_j/P_(j-1), the effective
permittivity is isotropic and equals the Hashin-Shtrikman value
    matrix + f / (1/(core - matrix) + g/(3*matrix)),
an upper bound for matrix > core and a lower bound for matrix < core.
p_j is the fraction of the previous composite in lamination j.
A finite scale ratio R gives bricks in a periodic cell of sides 1 : R : R^2.
All permittivities are relative to vacuum.
"""
import numpy as np
import scipy.sparse as sp
from scipy.linalg import null_space, solveh_banded
from scipy import constants as const

I3 = np.eye(3)


def hs_value(core, matrix, f):
    return matrix + f / (1 / (core - matrix) + (1 - f) / (3 * matrix))


def layer_fractions(f):
    cumulative = 1 - np.arange(4) * (1 - f) / 3
    return cumulative[1:] / cumulative[:-1]


def laminate(inner, matrix, p, normal):
    """Solve the interface conditions; return tensor and local field maps."""
    tangents = null_space(normal.reshape(1, 3)).T
    system = np.zeros((6, 6))
    system[:2, :3], system[:2, 3:] = tangents, -tangents
    system[2, :3], system[2, 3:] = normal @ inner, -matrix * normal
    system[3:, :3], system[3:, 3:] = p * I3, (1 - p) * I3
    fields = np.linalg.solve(system, np.vstack([np.zeros((3, 3)), I3]))
    inside, outside = fields[:3], fields[3:]
    return p * inner @ inside + (1 - p) * matrix * outside, inside, outside


def rank_three(core, matrix, fractions):
    """Effective tensor, core field map, and field maps of matrix layers."""
    tensor, maps = core * I3, []
    for p, normal in zip(fractions, I3):
        tensor, inside, outside = laminate(tensor, matrix, p, normal)
        maps.append((inside, outside))
    running, matrix_maps = I3, []
    for inside, outside in reversed(maps):
        matrix_maps.append(outside @ running)
        running = inside @ running
    return tensor, running, matrix_maps


def graded_steps(length, first, growth):
    n = np.log(1 + length * (growth - 1) / first) / np.log(growth)
    h = growth ** np.arange(max(2, int(np.ceil(n))))
    return h * length / h.sum()


def line_matrices(h, weight):
    """One-dimensional linear-element stiffness and mass matrices."""
    s, m = weight / h, weight * h
    stiff = sp.diags([np.append(s, 0) + np.append(0, s), -s, -s], [0, 1, -1])
    mass = sp.diags([(np.append(m, 0) + np.append(0, m)) / 3, m / 6, m / 6],
                    [0, 1, -1])
    return stiff, mass


def brick_array(core, matrix, fractions, sides, first, growth):
    """Finite-element permittivities along x, y, z of a periodic brick array.
    Mirror symmetry reduces the cell to one eighth. The discretized energy
    can only overestimate the permittivity."""
    full, part, coords = [], [], []
    for p, side in zip(fractions, sides):
        a = graded_steps(p * side / 2, first, growth)[::-1]
        b = graded_steps((1 - p) * side / 2, first, growth)
        h = np.concatenate([a, b])
        in_core = np.concatenate([np.ones(len(a)), np.zeros(len(b))])
        full.append(line_matrices(h, np.ones(len(h))))
        part.append(line_matrices(h, in_core))
        coords.append(np.append(0, np.cumsum(h)))

    def assemble(lines):
        total = 0
        for axis in range(3):
            x, y, z = [lines[i][0 if i == axis else 1] for i in range(3)]
            total = total + sp.kron(z, sp.kron(y, x, "csr"), "csr")
        return total

    K = (matrix * assemble(full) + (core - matrix) * assemble(part)).tocsr()
    grids = np.meshgrid(coords[2], coords[1], coords[0], indexing="ij")
    volume = np.prod([c[-1] for c in coords])
    result = []
    for axis in range(3):
        u = grids[2 - axis].ravel().copy()
        free = np.flatnonzero((u > 0) & (u < u.max()))
        lower = sp.tril(K[free][:, free]).tocoo()
        offset = lower.row - lower.col
        band = np.zeros((offset.max() + 1, len(free)))
        band[offset, lower.col] = lower.data
        u[free] += solveh_banded(band, -(K @ u)[free], lower=True)
        result.append(u @ (K @ u) / volume)
    return np.array(result)


def spectral_weights(fractions, sides, modes=120):
    """Diagonal of M = sum |chi_k|^2 khat khat/(f g), and its raw trace."""
    m = np.arange(1, modes + 1)
    w = [np.append(p**2, 2 * (np.sin(np.pi * m * p) / (np.pi * m))**2)
         for p in fractions]
    k2 = [(np.arange(modes + 1) / side)**2 for side in sides]
    weight = w[0][:, None, None] * w[1][None, :, None] * w[2][None, None, :]
    total = (k2[0][:, None, None] + k2[1][None, :, None]
             + k2[2][None, None, :])
    weight[0, 0, 0], total[0, 0, 0] = 0.0, 1.0
    ratio = weight / total
    M = np.array([np.einsum("ijk,i->", ratio, k2[0]),
                  np.einsum("ijk,j->", ratio, k2[1]),
                  np.einsum("ijk,k->", ratio, k2[2])])
    f = np.prod(fractions)
    return M / M.sum(), M.sum() / (f * (1 - f))


# Lamination formula against the interface conditions, general tensors.
rng = np.random.default_rng(4)
for _ in range(20):
    root = rng.normal(size=(3, 3))
    inner = root @ root.T + 0.3 * I3
    normal = rng.normal(size=3)
    normal /= np.linalg.norm(normal)
    p, matrix = rng.uniform(0.1, 0.9), rng.uniform(1, 9)
    tensor = laminate(inner, matrix, p, normal)[0]
    inverse = (np.linalg.inv(inner - matrix * I3)
               + (1 - p) / matrix * np.outer(normal, normal))
    formula = matrix * I3 + p * np.linalg.inv(inverse)
    assert np.allclose(tensor, formula, rtol=1e-7, atol=1e-7)

# Isotropy, attainment and uniform core field, many fractions and contrasts.
for f in (0.05, 0.3, 0.6, 0.95):
    for core, matrix in ((1, 2.9), (2.9, 1), (1, 40), (40, 1)):
        tensor, core_map, _ = rank_three(core, matrix, layer_fractions(f))
        target = hs_value(core, matrix, f)
        assert np.allclose(tensor, target * I3, rtol=1e-10, atol=1e-10)
        factor = (matrix - target) / (f * (matrix - core))
        assert np.allclose(core_map, factor * I3, rtol=1e-9, atol=1e-9)

# Worked example: rough typical values for a porous organosilicate film.
skeleton, pore, porosity = 2.9, 1.0, 0.25
gap_nm, height_nm, volts = 20.0, 40.0, 0.7
fractions = layer_fractions(porosity)
tensor, core_map, matrix_maps = rank_three(pore, skeleton, fractions)
upper = hs_value(pore, skeleton, porosity)
lower = hs_value(skeleton, pore, 1 - porosity)
solid_fractions = layer_fractions(1 - porosity)
lower_tensor = rank_three(skeleton, pore, solid_fractions)[0]
assert np.allclose(lower_tensor, lower * I3)
arithmetic = porosity * pore + (1 - porosity) * skeleton
harmonic = 1 / (porosity / pore + (1 - porosity) / skeleton)
assert harmonic < lower < upper < arithmetic
equal = np.full(3, porosity ** (1 / 3))
equal_tensor = np.diag(rank_three(pore, skeleton, equal)[0])
assert np.ptp(equal_tensor) > 0.01

# The geometry-dependent bound on a non-cubic brick array, high contrast.
M, raw_trace = spectral_weights(fractions, (1, 1, 1))
assert abs(raw_trace - 1) < 0.02      # truncated Fourier sum
slacks = []
for core, matrix in ((1.0, 12.0), (12.0, 1.0)):
    solved = brick_array(core, matrix, fractions, (1, 1, 1), 0.01, 1.3)
    bound = matrix + porosity / (1 / (core - matrix)
                                 + (1 - porosity) * M / matrix)
    slack = np.sign(matrix - core) * (bound - solved) / bound
    assert np.all(slack > 0)
    slacks.append(slack)

# Cubic pores are isotropic and must lie between the bounds.
cube = brick_array(pore, skeleton, equal, (1, 1, 1), 0.01, 1.3)
assert np.ptp(cube) < 1e-8 and lower < cube[0] < upper

# Finite scale ratio: the brick array must approach the bound as 1/R.
ratios = (10, 20, 40)
finite = {R: brick_array(pore, skeleton, fractions, (1, R, R**2), 0.03, 1.5)
          for R in ratios}
deviation = {R: np.max(np.abs(finite[R] - upper)) for R in ratios}
assert deviation[20] < 0.65 * deviation[10]
assert deviation[40] < 0.65 * deviation[20]
extrapolated = 2 * finite[40] - finite[20]
assert np.max(np.abs(extrapolated - upper)) < 2e-3   # 1/R^2 terms and mesh
M_far = spectral_weights(fractions, (1, 40, 1600))[0]
assert np.max(np.abs(M_far - 1 / 3)) < 0.03         # 1/R terms and truncation

# Local fields, capacitance, and sizes of neglected effects.
field = volts / (gap_nm * 1e-7) / 1e6
matrix_peak = np.max([np.linalg.norm(m, axis=0) for m in matrix_maps], axis=0)
capacitance = const.epsilon_0 * upper * height_nm / gap_nm * 1e12
strength = 5.0
thinnest_nm, scale_ratio = 1.0, 10
period = thinnest_nm / min(fractions[0], 1 - fractions[0])
periods = period * scale_ratio ** np.arange(3)
water, water_share = 80.0, 0.02
wet_pore = (hs_value(water, pore, water_share),
            hs_value(pore, water, 1 - water_share))
wet_film = [hs_value(w, skeleton, porosity) for w in wet_pore]
barrier = 3.0
kappa = np.sqrt(2 * const.m_e * (barrier - volts / 2) * const.e) / const.hbar
log_tunnel = -2 * kappa * gap_nm * 1e-9 / np.log(10)


def show(label, values, unit="", digits=4):
    text = " ".join(f"{v:.{digits}f}" for v in np.atleast_1d(values))
    print(f"{label}: {text} {unit}".rstrip())


show("Skeleton, pore permittivity (input)", [skeleton, pore], "", 2)
show("Porosity (input)", porosity, "", 2)
show("Layer fractions p1 p2 p3, pore core", fractions)
show("Cumulative fractions P1 P2 P3", np.cumprod(fractions))
show("Laminate permittivity xx yy zz, pore core", np.diag(tensor))
show("Hashin-Shtrikman upper bound", upper)
show("Layer fractions p1 p2 p3, solid core", solid_fractions)
show("Laminate permittivity xx yy zz, solid core", np.diag(lower_tensor))
show("Hashin-Shtrikman lower bound", lower)
show("Harmonic and arithmetic limits", [harmonic, arithmetic])
show("Equal layer fraction p", equal[0])
show("Permittivity xx yy zz with equal p", equal_tensor)
show("Cubic pores on cubic lattice, finite elements", cube[0])
show("M diagonal, brick in cubic cell", M)
show("Bound slack x y z, core 1 in matrix 12", 100 * slacks[0], "%", 3)
show("Bound slack x y z, core 12 in matrix 1", 100 * slacks[1], "%", 3)
for R in ratios:
    show(f"Finite scale ratio R={R}, permittivity x y z", finite[R])
    show(f"Largest deviation from bound, R={R}",
         100 * deviation[R] / upper, "%", 3)
show("Extrapolated to infinite R, x y z", extrapolated)
show("M diagonal at R=40", M_far)
show("Line gap, line height (input)", [gap_nm, height_nm], "nm", 1)
show("Voltage (input)", volts, "V", 2)
show("Parallel-plate line capacitance at upper bound", capacitance,
     "aF/um", 2)
show("Mean field", field, "MV/cm", 3)
show("Pore field / mean field, x y z", np.diag(core_map))
show("Peak skeleton field / mean field, x y z", matrix_peak)
show("Peak skeleton field", field * matrix_peak.max(), "MV/cm", 3)
show("Rough skeleton breakdown strength (input)", strength, "MV/cm", 1)
show("Strength / peak skeleton field",
     strength / (field * matrix_peak.max()), "", 1)
show("Thinnest layer assumed (input)", thinnest_nm, "nm", 1)
show("Layer periods needed at scale ratio 10", periods, "nm", 1)
show("Water share of pore volume (input)", 100 * water_share, "%", 1)
show("Water permittivity, rough (input)", water, "", 0)
show("Wet pore permittivity, low and high estimate", wet_pore)
show("Wet film permittivity, low and high estimate", wet_film)
show("Tunnel barrier, rough (input)", barrier, "eV", 1)
show("log10 of direct tunnelling probability", log_tunnel, "", 0)
print("OK")
```

Printed output:

```
Skeleton, pore permittivity (input): 2.90 1.00
Porosity (input): 0.25
Layer fractions p1 p2 p3, pore core: 0.7500 0.6667 0.5000
Cumulative fractions P1 P2 P3: 0.7500 0.5000 0.2500
Laminate permittivity xx yy zz, pore core: 2.3320 2.3320 2.3320
Hashin-Shtrikman upper bound: 2.3320
Layer fractions p1 p2 p3, solid core: 0.9167 0.9091 0.9000
Laminate permittivity xx yy zz, solid core: 2.2302 2.2302 2.2302
Hashin-Shtrikman lower bound: 2.2302
Harmonic and arithmetic limits: 1.9661 2.4250
Equal layer fraction p: 0.6300
Permittivity xx yy zz with equal p: 2.2730 2.3394 2.3744
Cubic pores on cubic lattice, finite elements: 2.3247
M diagonal, brick in cubic cell: 0.2270 0.2986 0.4744
Bound slack x y z, core 1 in matrix 12: 0.996 1.334 2.108 %
Bound slack x y z, core 12 in matrix 1: 4.930 4.309 2.990 %
Finite scale ratio R=10, permittivity x y z: 2.3336 2.3319 2.3283
Largest deviation from bound, R=10: 0.158 %
Finite scale ratio R=20, permittivity x y z: 2.3328 2.3320 2.3302
Largest deviation from bound, R=20: 0.075 %
Finite scale ratio R=40, permittivity x y z: 2.3323 2.3320 2.3311
Largest deviation from bound, R=40: 0.036 %
Extrapolated to infinite R, x y z: 2.3319 2.3320 2.3320
M diagonal at R=40: 0.3316 0.3328 0.3356
Line gap, line height (input): 20.0 40.0 nm
Voltage (input): 0.70 V
Parallel-plate line capacitance at upper bound: 41.30 aF/um
Mean field: 0.350 MV/cm
Pore field / mean field, x y z: 1.1959 1.1959 1.1959
Peak skeleton field / mean field, x y z: 1.0000 1.1959 1.1959
Peak skeleton field: 0.419 MV/cm
Rough skeleton breakdown strength (input): 5.0 MV/cm
Strength / peak skeleton field: 11.9
Thinnest layer assumed (input): 1.0 nm
Layer periods needed at scale ratio 10: 4.0 40.0 400.0 nm
Water share of pore volume (input): 2.0 %
Water permittivity, rough (input): 80
Wet pore permittivity, low and high estimate: 1.0589 2.0669
Wet film permittivity, low and high estimate: 2.3529 2.6756
Tunnel barrier, rough (input): 3.0 eV
log10 of direct tunnelling probability: -145
OK
```
